# Transverse Modes and the Sharvin Conductance of a Free-Electron Metal

## Result and model

A wide, clean wire of a free-electron metal, joined to ideal reservoirs, has a conductance proportional to its cross-section \(A\) and independent of its length:

\[
\boxed{\frac{G}{A}=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}}
\]

This is the Sharvin conductance per area. The factor \(k_F^2/4\pi\) is the number of open transverse modes per area, and \(2e^2/h\) is the conductance of one open mode with its two spin states.

The wire is straight and uniform along \(z\). Its electrons are independent, have mass \(m\), and do not scatter between the reservoirs. Energies are measured from the bottom of the bulk band, so that

\[
E=\frac{\hbar^2k^2}{2m},\qquad E_F=\frac{\hbar^2k_F^2}{2m}.
\]

The reservoirs absorb every arriving electron without reflection and emit electrons with their own equilibrium occupation. They hold \(E_F\) fixed. We take \(e>0\) and give currents as magnitudes, so the minus sign of the electron charge does not appear.

## Modes of the wire

Because the wire is uniform, the Schrödinger equation separates. A state is a transverse function \(\chi_n(x,y)\) times \(e^{ik_zz}\), with energy

\[
E=\varepsilon_n+\frac{\hbar^2k_z^2}{2m},\qquad \varepsilon_n=\frac{\hbar^2\kappa_n^2}{2m}.
\]

Here \(\kappa_n\) is the transverse wavevector. At \(E=E_F\) the longitudinal wavevector satisfies

\[
k_z^2=k_F^2-\kappa_n^2 .
\]

If \(\kappa_n<k_F\), then \(k_z\) is real and the mode carries waves in both directions: it is open. If \(\kappa_n>k_F\), then \(k_z\) is imaginary and the mode has no propagating state at \(E_F\). Let \(N\) be the number of open modes, spin not counted.

## Current carried by one mode

In a length \(L\) the allowed values of \(k_z\) are spaced by \(2\pi/L\), so there are \(dk_z/2\pi\) states per length and per spin in \(dk_z\). Without scattering, states with \(k_z>0\) have the occupation \(f_L\) of the left reservoir, and those with \(k_z<0\) have \(f_R\). Opposite wavevectors have opposite velocities. The net current to the right is therefore

\[
I_n=2e\int_0^\infty\frac{dk_z}{2\pi}\,v_z\,(f_L-f_R),\qquad v_z=\frac1\hbar\frac{dE}{dk_z}.
\]

The factor 2 is spin. Since \(v_z\,dk_z=dE/\hbar\), the velocity cancels:

\[
I_n=\frac{2e}{2\pi\hbar}\int_{\varepsilon_n}^{\infty}dE\,(f_L-f_R)
=\frac{2e}{h}\int_{\varepsilon_n}^{\infty}dE\,(f_L-f_R).
\]

A slow mode has more states per energy, and this compensates for its lower speed.

Let the chemical potentials be \(\mu_{L,R}=E_F\pm eV/2\). For small \(V\), with \(f_0\) the Fermi function at \(\mu=E_F\),

\[
f_L-f_R\simeq eV\left(-\frac{\partial f_0}{\partial E}\right).
\]

The integral of the derivative is elementary, because \(f_0\) vanishes at large energy:

\[
\frac{I_n}{V}=\frac{2e^2}{h}\int_{\varepsilon_n}^{\infty}\left(-\frac{\partial f_0}{\partial E}\right)dE
=\frac{2e^2}{h}f_0(\varepsilon_n)
=\frac{2e^2/h}{1+e^{(\varepsilon_n-E_F)/k_BT}} .
\]

An open mode many \(k_BT\) below \(E_F\) thus contributes \(2e^2/h\), and a mode many \(k_BT\) above \(E_F\) contributes almost nothing. A mode with \(\varepsilon_n=E_F\) contributes half a unit. As \(T\to0\) the Fermi function becomes a step, and

\[
G=\frac{2e^2}{h}N .
\]

This is a finite resistance without scattering in the wire. The voltage is defined by the chemical potentials of the reservoirs, and a finite number of modes can carry a finite current for a given difference between them.

## Counting the modes

**Periodic boundaries.** For a rectangle with sides \(W_x,W_y\) and \(A=W_xW_y\), periodic boundary conditions give

\[
(k_x,k_y)=\left(\frac{2\pi p}{W_x},\frac{2\pi q}{W_y}\right),\qquad p,q=0,\pm1,\pm2,\ldots
\]

Each point owns a cell of area \((2\pi)^2/A\). The open modes lie in a disc of radius \(k_F\), which is the projection of the Fermi sphere on the \(k_xk_y\) plane. For a disc much larger than a cell,

\[
N\simeq\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{Ak_F^2}{4\pi}.
\]

**Hard walls.** If the wave function vanishes on the walls, the modes are products of sines, with

\[
(k_x,k_y)=\left(\frac{\pi p}{W_x},\frac{\pi q}{W_y}\right),\qquad p,q=1,2,3,\ldots
\]

Negative integers merely change the sign of a sine and give no new mode. The cell area is now \(\pi^2/A\), four times smaller than before, but only a quarter of the disc is available:

\[
N\simeq\frac{\pi k_F^2/4}{\pi^2/A}=\frac{Ak_F^2}{4\pi}.
\]

The two factors of four cancel.

**Proof of the limit.** Define \(R_x=k_FW_x/\pi\) and \(R_y=k_FW_y/\pi\). An open hard-wall mode is an integer pair with

\[
\frac{p^2}{R_x^2}+\frac{q^2}{R_y^2}<1,\qquad p,q\ge1 .
\]

Attach to each pair the unit square \([p-1,p]\times[q-1,q]\). These squares do not overlap, and all lie in the quarter ellipse, whose area is \(\pi R_xR_y/4\). Hence \(N\le\pi R_xR_y/4\).

For a lower bound, attach instead the square \([p,p+1]\times[q,q+1]\). Take any point \((x,y)\) of the quarter ellipse with \(x,y\ge1\). Rounding both coordinates down gives a permitted pair, so the point is covered by one of the squares. The uncovered part lies in the strips \(x<1\) and \(y<1\), whose areas inside the ellipse are at most \(R_y\) and \(R_x\). Therefore

\[
\frac{\pi R_xR_y}{4}-R_x-R_y\le N\le\frac{\pi R_xR_y}{4}.
\]

In the original variables,

\[
\frac{Ak_F^2}{4\pi}-\frac{k_F(W_x+W_y)}{\pi}\le N\le\frac{Ak_F^2}{4\pi}.
\]

The shortfall relative to the area law is at most

\[
\frac{k_F(W_x+W_y)/\pi}{k_F^2W_xW_y/4\pi}
=\frac4{k_F}\left(\frac1{W_x}+\frac1{W_y}\right).
\]

It vanishes when both widths become large compared with \(1/k_F\). A large area alone is not enough: a broad film with a thickness of a few \(1/k_F\) need not obey the area law. With \(N/A\to k_F^2/4\pi\), multiplication by \(2e^2/h\) gives the Sharvin result.

## The perimeter correction

The bounds do not give the typical shortfall. For that, let \(T_0\) be the number of all integer points in the full ellipse, including the axes. Apart from special values of \(k_F\) at which a point lies on the boundary,

\[
T_0=4N+2\lfloor R_x\rfloor+2\lfloor R_y\rfloor+1 .
\]

The terms count the four open quadrants, the two halves of each axis, and the origin. Solving for \(N\),

\[
N=\tfrac14\left(T_0-2\lfloor R_x\rfloor-2\lfloor R_y\rfloor-1\right).
\]

Poisson summation writes \(T_0\) as the ellipse area plus oscillating terms:

\[
T_0=\pi R_xR_y+\sum_{(a,b)\ne(0,0)}R_xR_y\,\frac{J_1(2\pi\rho_{ab})}{\rho_{ab}},\qquad
\rho_{ab}=\sqrt{a^2R_x^2+b^2R_y^2}.
\]

Here \(a,b\) are integers and \(J_1\) is a Bessel function. The sum is to be understood after averaging over a window of \(k_F\), which suppresses its oscillating terms. The same average replaces \(\lfloor R\rfloor\) by \(R-\tfrac12\), since the fractional part of \(R\) averages to one half. The smooth count is

\[
\overline N=\tfrac14\left(\pi R_xR_y-2R_x-2R_y+2-1\right)
=\frac{\pi R_xR_y}{4}-\frac{R_x+R_y}{2}+\frac14 .
\]

With the perimeter \(P=2(W_x+W_y)\), we have \((R_x+R_y)/2=k_FP/4\pi\), and so

\[
\overline N=\frac{Ak_F^2}{4\pi}-\frac{Pk_F}{4\pi}+\frac14 .
\]

The perimeter term arises because hard walls forbid \(p=0\) and \(q=0\). Draw a unit cell centred on each integer point. A point on an axis has half of its cell inside the quarter ellipse, and this area belongs to no mode. The term is therefore about half the number of forbidden points. The size of the perimeter term relative to the area term is \(P/(Ak_F)\), or \(4/(k_FW)\) for a square of side \(W\).

The area law is no guide for a very narrow wire. The lowest mode of a square has \(\kappa=\sqrt2\,\pi/W\), so no mode is open when \(W<\sqrt2\,\pi/k_F\). At that threshold the area law would still give \(\pi/2\) modes.

## The same result from the electron flux

The area law can also be found without counting modes. Deep in a wide wire, the current density is the flux from the forward half of \(k\) space:

\[
J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,(f_L-f_R).
\]

Write \(v_z=v\cos\theta\) and \(d^3k=k^2\,dk\,d(\cos\theta)\,d\phi\). The azimuth gives \(2\pi\), and the polar integral is

\[
\int_0^1\cos\theta\,d(\cos\theta)=\frac12 .
\]

With \(v\,dk=dE/\hbar\), this leaves

\[
J=\frac{2e}{8\pi^3}\,(2\pi)\,\frac12\,\frac1\hbar\int_0^\infty k^2(f_L-f_R)\,dE
=\frac{e}{4\pi^2\hbar}\int_0^\infty k^2(f_L-f_R)\,dE .
\]

At low temperature and small bias, \(k^2\) may be set to \(k_F^2\), and the remaining integral is \(eV\). Using \(\hbar=h/2\pi\),

\[
\frac JV=\frac{e^2k_F^2}{4\pi^2\hbar}=\frac{e^2k_F^2}{2\pi h}=\frac{2e^2}{h}\frac{k_F^2}{4\pi}.
\]

**Finite bias and temperature.** Since \(k^2=2mE/\hbar^2\) is linear in energy, the integral can be done beyond linear response. At \(T=0\), for \(eV/2<E_F\),

\[
\int_{E_F-eV/2}^{E_F+eV/2}E\,dE
=\frac12\left[\left(E_F+\frac{eV}{2}\right)^2-\left(E_F-\frac{eV}{2}\right)^2\right]
=E_F\,eV .
\]

In the area-law limit the current is therefore linear in \(V\). A wire of finite width departs slightly from this, because its mode count has steps and a perimeter term that is not linear in energy. At finite temperature the Sommerfeld expansion for a linear integrand ends after its second term:

\[
\int_0^\infty E f\,dE=\frac{\mu^2}{2}+\frac{\pi^2}{6}(k_BT)^2+\text{terms of order }(k_BT)^2e^{-\mu/k_BT}.
\]

The thermal term is the same for both reservoirs and cancels in the difference. What remains is \((\mu_L^2-\mu_R^2)/2=E_F\,eV\), apart from exponentially small terms. This holds for a fixed mean chemical potential and a fixed band bottom. These two conditions raise the electron density in the wire at second order in \(V\); if the wire stays neutral instead, the mean chemical potential above the band bottom falls by a fraction of about \((eV)^2/16E_F^2\), which is 0.2% at 1 V for \(E_F=5.5\) eV. An unequal shift of \(\mu_L\) and \(\mu_R\) replaces \(E_F\) by their mean, and then the current need not be linear in \(V\).

## Comparison with diffusive conduction

Now consider a bulk metal with a constant relaxation time \(\tau\) and mean free path \(\lambda=v_F\tau\), where \(v_F=\hbar k_F/m\). A force of magnitude \(e\mathcal E\) along \(z\) changes the occupation, to first order, by

\[
\delta f=e\mathcal E\,\tau v_z\left(-\frac{\partial f_0}{\partial E}\right).
\]

This follows from balancing the drift term \(e\mathcal E\,v_z\,\partial f_0/\partial E\) against the relaxation term \(-\delta f/\tau\). The current density \(2e\int d^3k\,v_z\delta f/(2\pi)^3\), divided by \(\mathcal E\), is the conductivity:

\[
\sigma=2e^2\tau\int\frac{d^3k}{(2\pi)^3}\,v_z^2\left(-\frac{\partial f_0}{\partial E}\right).
\]

The angular integral of \(\cos^2\theta\) over the full sphere is \(4\pi/3\). At low temperature the radial integral gives \(k_F^2v_F/\hbar\), again because \(v\,dk=dE/\hbar\). Hence

\[
\sigma=\frac{2e^2\tau}{8\pi^3}\,\frac{4\pi}{3}\,\frac{k_F^2v_F}{\hbar}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}
=\frac{2e^2}{h}\,\frac{k_F^2\lambda}{3\pi}.
\]

With the resistivity \(\rho=1/\sigma\) and the ballistic resistance \(R_S=1/G\),

\[
\rho\lambda=\frac{h}{2e^2}\frac{3\pi}{k_F^2},\qquad
AR_S=\frac{h}{2e^2}\frac{4\pi}{k_F^2}=\frac43\,\rho\lambda .
\]

The ballistic resistance equals that of a diffusive length \(4\lambda/3\). For a shorter wire, the bulk expression \(\rho L/A\) would fall below \(R_S\), although scattering cannot raise the transmission of a mode above one. The bulk expression then fails as a two-terminal resistance. This comparison sets a length scale; it does not show how the two resistances combine at intermediate lengths.

## Worked example

Take a model metal with \(k_F=12\ \mathrm{nm^{-1}}\) and \(\lambda=40\ \mathrm{nm}\). The Fermi energy is 5.49 eV and the Fermi velocity is \(1.389\times10^6\) m/s. The mode density is

\[
\frac{k_F^2}{4\pi}=\frac{144}{4\pi}\ \mathrm{nm^{-2}}=11.46\ \mathrm{nm^{-2}},
\]

or one mode per 0.0873 nm². With \(2e^2/h=7.748\times10^{-5}\) S,

\[
\frac GA=(7.748\times10^{-5}\ \mathrm S)(11.46\times10^{18}\ \mathrm{m^{-2}})
=8.88\times10^{14}\ \mathrm{S\,m^{-2}} .
\]

The inverse is \(AR_S=1.126\times10^{-15}\ \Omega\,\mathrm{m^2}\).

For a square hard-wall wire 10 nm wide, \(A=100\) nm² and \(P=40\) nm. The smooth count is

\[
\overline N=1145.9-\frac{40\times12}{4\pi}+0.25=1145.9-38.2+0.25=1108.0 .
\]

Listing all pairs \(p,q\ge1\) with \(\pi\sqrt{p^2+q^2}/W<k_F\) gives 1107 open modes. The zero-temperature conductance is \(1107\times7.748\times10^{-5}\ \mathrm S=85.8\) mS, and the resistance is 11.66 Ω. At 300 K the sum of \(f_0(\varepsilon_n)\) over all modes is 1108.3, which gives 85.9 mS. The area law gives 88.8 mS and 11.26 Ω. Its count is too high by 39 modes, of which the perimeter term supplies 38.

The same listing for other widths gives:

| Width (nm) | Open modes | Area law | Ratio |
|---:|---:|---:|---:|
| 5 | 265 | 286.5 | 0.925 |
| 10 | 1107 | 1145.9 | 0.966 |
| 20 | 4506 | 4583.7 | 0.983 |
| 50 | 28447 | 28647.9 | 0.993 |
| 100 | 114198 | 114591.6 | 0.997 |

The perimeter term predicts relative shortfalls of \(4/(k_FW)\): 6.7% at 5 nm and 0.33% at 100 nm. The listed counts give 7.5% and 0.34%. The differences reflect the oscillations left out of the smooth count, apart from the small constant 1/4.

A circular wire of the same 100 nm² area offers a second shape. Its modes follow from the zeros of the Bessel functions \(J_\ell\), located numerically by sign changes; each \(\ell>0\) counts twice, for its sine and cosine forms. The result is 1109 modes, against the square's 1107. The gap fluctuates with \(k_F\): between 11 and 13 nm\(^{-1}\) it ranges from \(-5\) to 13 and averages 4.3, the circle having the shorter perimeter (35.4 nm). This is well below the square's average shortfall of 38 from the area law.

For the diffusive comparison, \(\rho\lambda=8.45\times10^{-16}\ \Omega\,\mathrm{m^2}\). The equivalent length is \(4\lambda/3=53.3\) nm. For a segment 10 nm long, the bulk formula would give \(10/53.3=0.19\) of the Sharvin resistance, so it cannot be used there. Nor is such a segment fully ballistic: at \(L/\lambda=0.25\), isotropic scattering raises its resistance to about 1.2 times the Sharvin value.

## Conditions on the result

The derivation assumes ideal reservoirs. Real contacts add a spreading resistance in series, about \(\rho/2a\) for a wide circular opening of radius \(a\) between two bulk pieces of the same metal. Its ratio to the Sharvin resistance is \(3\pi a/8\lambda\): for \(\lambda=40\) nm, about 0.17 at an area of \((10\ \mathrm{nm})^2\) and 1.7 at \((100\ \mathrm{nm})^2\). The Sharvin term dominates only if the width is small compared with \(\lambda\). An abrupt junction also reflects part of the wave, mostly in modes near threshold, so the conductance falls somewhat below \((2e^2/h)N\) and varies weakly with length. The derivation further needs a wire much shorter than the mean free path, where diffuse scattering from its surfaces also counts. Specular reflection from smooth, straight walls does not count, since it is already contained in the transverse modes. Rough walls or grain boundaries can reflect electrons and reduce the transmission. For elastic, phase-coherent scattering, the zero-temperature conductance becomes \((2e^2/h)\sum_n\mathcal T_n\), where \(\mathcal T_n\le1\) is the total transmission of an electron entering in mode \(n\). For a wire long enough that tunnelling through closed modes is negligible, the Sharvin value is then an upper limit for the hard-wall rectangle, since \(N\) itself does not exceed the area law.

The factor \(\pi k_F^2\) in the count is the projected area of a spherical Fermi surface. A metal with another Fermi surface needs its own count of forward-moving states, which can depend on the direction of the current. The free-electron number is then an estimate whose error this model cannot supply.

All numerical values are calculated from the stated model.
